# Drift Force and Thermal Energy for an Adatom Under Electromigration

## The problem

A crystal surface is heated by passing a direct current through the crystal. An adatom on it feels a steady force along the surface, described by an effective charge \(ze\), where \(e\) is the elementary charge. Take \(z=0.1\), a field \(E=500\) V/m and a temperature \(T=1200\) K.

(a) Show that the thermal energy \(k_BT\) divided by the drift force is 2.1 mm.

(b) Call this length \(\xi\). Show that \(\xi=D/v\), where \(D\) is the diffusion coefficient of the adatom and \(v\) its mean drift speed. What does \(\xi\) mean for the adatom density in a closed region?

(c) An adatom starts midway between two exits, each at distance \(d\). By how much does the force favour one exit? Evaluate the answer for a single hop of 0.384 nm and for a terrace 100 nm wide.

Conventions: \(x\) points along the force, so \(F>0\). A negative \(z\) would turn the force against the field without changing \(\xi\). The effective charge includes both the direct force of the field and the momentum transferred by the current carriers, the "wind". Field, temperature and \(z\) are uniform, and the adatoms are dilute. The force is treated as constant, so that it can be described by a potential energy \(-Fx\).

## Hints

1. For (a), work in electronvolts. One elementary charge in a field of 1 V/m feels a force of 1 eV/m.
2. For (b), write the flux as drift plus diffusion. In a closed region at rest the flux vanishes, and the density must follow the Boltzmann factor.
3. For (c), let \(h(x)\) be the probability of leaving on the right after starting at \(x\). It equals the average of \(h\) over the positions reached a short time later.

## Solution

### (a) The length

The drift force is

\[
F=zeE=0.1\times 500\ \text{eV/m}=50\ \text{eV/m}=50\ \text{meV/mm}.
\]

The thermal energy is

\[
k_BT=0.086173\ \text{meV/K}\times1200\ \text{K}=103.4\ \text{meV}.
\]

Therefore

\[
\xi=\frac{k_BT}{F}=\frac{103.4\ \text{meV}}{50\ \text{meV/mm}}=2.07\ \text{mm},
\]

which is 2.1 mm to two figures. As a check in the other direction, the voltage across this distance is 1.034 V. Multiplied by \(0.1e\), it gives back 103.4 meV.

So \(\xi\) is the distance over which the drift force does work \(k_BT\). Since \(\xi=k_BT/(zeE)\), doubling the field at fixed temperature and charge halves it, and it grows without limit as the field goes to zero.

### (b) Drift against diffusion

Average the adatom density over each lattice period, and let \(c(x)\) be the smooth curve through these averages. If it varies slowly from one period to the next, the flux is

\[
J=vc-D\frac{dc}{dx}.
\]

The first term carries adatoms along the force. The second carries them from high to low density. In a closed region that has settled down, \(J=0\). Dilute adatoms with potential energy \(-Fx\) then have the Boltzmann density

\[
c(x)=c(0)\,e^{Fx/k_BT},\qquad \frac{dc}{dx}=\frac{F}{k_BT}\,c .
\]

Inserting this derivative into \(J=0\) gives

\[
vc=D\,\frac{F}{k_BT}\,c
\quad\Longrightarrow\quad
v=\frac{DF}{k_BT}
\quad\Longrightarrow\quad
\frac{D}{v}=\frac{k_BT}{F}=\xi .
\]

This is the Einstein relation. The diffusion coefficient depends strongly on the energy barrier between sites, but that dependence cancels in \(D/v\). This is why part (a) needed no barrier. The cancellation holds while the work of the force over one lattice period is small against \(k_BT\), which is the condition that \(c\) varies slowly; here that work is about \(2\times10^{-7}k_BT\). In a cosine potential with a barrier of \(6k_BT\) and work \(k_BT\) per period, \(D/v\) already departs from \(\xi\) by several per cent.

The relation was tested in a cosine potential with a barrier of \(6k_BT\). There \(D\) was found from the decay of a long density wave without force, and \(v\) from the stationary flux under a force doing work \(0.02k_BT\) per period. The corrugation reduced \(D\) to 0.042 of its value on a flat surface, yet \(D/v\) agreed with \(k_BT/F\) to about 0.02%. Nearly all of this small difference comes from the finite length of the density wave used to find \(D\).

In a closed region, then, the density grows by a factor \(\mathrm e\) over each distance \(\xi\). Across a region much shorter than \(\xi\) it is almost uniform.

### (c) The bias between two exits

Let the adatom move by strongly damped motion in the potential energy

\[
U(x)=U_0(x)-Fx,
\]

where \(U_0\) has the lattice period \(a\). Let \(D_0\) be the diffusion coefficient without corrugation. In a short time \(\delta t\) the displacement \(\delta x\) has

\[
\langle\delta x\rangle=-\frac{D_0}{k_BT}\frac{dU}{dx}\,\delta t,\qquad
\langle\delta x^2\rangle=2D_0\,\delta t .
\]

The exit probability satisfies \(h(x)=\langle h(x+\delta x)\rangle\). Expanding to first order in \(\delta t\),

\[
0=h'\langle\delta x\rangle+\tfrac12h''\langle\delta x^2\rangle
\quad\Longrightarrow\quad
h''-\frac{U'}{k_BT}\,h'=0 .
\]

This is a first-order equation for \(h'\), with solution \(h'=A\,e^{U/k_BT}\). The boundary values are \(h(-d)=0\) and \(h(d)=1\). Integrating from \(-d\), and fixing \(A\) by the value at \(d\), gives for a start at \(x=0\)

\[
p_+=h(0)=\frac{\int_{-d}^{0}e^{U/k_BT}dx}{\int_{-d}^{d}e^{U/k_BT}dx},
\qquad
p_-=1-p_+=\frac{\int_{0}^{d}e^{U/k_BT}dx}{\int_{-d}^{d}e^{U/k_BT}dx}.
\]

Now let \(d\) be a whole number of periods. Substitute \(x=y-d\) in the numerator of \(p_+\). The periodic part is unchanged, \(U_0(y-d)=U_0(y)\), while \(-Fx\) becomes \(-Fy+Fd\). Hence

\[
\int_{-d}^{0}e^{U(x)/k_BT}dx
=e^{Fd/k_BT}\int_0^d e^{U(y)/k_BT}dy ,
\]

and the ratio of the probabilities is

\[
\frac{p_+}{p_-}=e^{d/\xi}.
\]

With \(p_++p_-=1\), the difference is

\[
p_+-p_-=\frac{e^{d/\xi}-1}{e^{d/\xi}+1}=\tanh\frac{d}{2\xi}.
\]

For \(d\ll\xi\) this is close to \(d/2\xi\), so the bias is proportional to the force. For \(d\gg\xi\) it approaches 1, and nearly every adatom leaves along the force.

For one hop, \(d=a=0.384\) nm:

\[
p_+-p_-\simeq\frac{0.384\times10^{-9}\ \text{m}}{2\times2.068\times10^{-3}\ \text{m}}
=9.3\times10^{-8}.
\]

For a terrace of width \(L=100\) nm, assume that the steps at both edges capture every adatom that arrives. A start in the middle has \(d=L/2\), which is about 130 periods. Take the distance to each edge to be exactly 130 periods, which is 0.2% less than \(L/2\), so that the formula applies. Then

\[
p_+-p_-\simeq\frac{L}{4\xi}
=\frac{100\times10^{-9}\ \text{m}}{4\times2.068\times10^{-3}\ \text{m}}
=1.2\times10^{-5}.
\]

Of a million adatoms starting in the middle, on average about 12 more reach the edge favoured by the force than the other edge. The motion is almost pure diffusion. Even a start one site off the middle shifts the difference \(p_+-p_-\) by about 1/130, or 0.8%, far more than the force does. Such shifts cancel when the starts are spread evenly over the terrace, whereas the bias due to the force keeps the same sign on every terrace. Whether it makes steps gather into bunches also depends on whether the force points up or down the staircase, and on how steps capture and release adatoms. The value of \(\xi\) alone does not decide this.

### How the numbers compare with a real surface

Silicon (111) wafers heated by direct current reach temperatures near 1200 K in fields of a few V/cm; the chosen field is 5 V/cm in this unit. In such a wafer field and temperature are not independent, because the current must supply the heat that is radiated away. A wafer half a millimetre thick that radiates from both faces needs only about a third to a half of the chosen field at 1200 K, depending on the conductivity and emissivity assumed, which would make \(\xi\) two to three times longer. The hop length and terrace width are rough values for the same surface. The value 0.384 nm is the spacing along a close-packed row; across a step that runs along such a row the rows are 0.333 nm apart, which leaves the terrace bias unchanged but makes the one-row shift 1/150 instead of 1/130. The effective charge is the least certain input. If it were \(0.01e\), with field and temperature unchanged, \(\xi\) would be 20.7 mm. An error of 20 K in the temperature matters far less, changing \(\xi\) by 1.7%.

A real wafer is also not uniformly hot. A temperature gradient acts on adatoms like a force of size \(Q|dT/dx|/T\), where \(Q\) is called the heat of transport. For rough values \(Q=1000\) meV and \(|dT/dx|=1\) K/mm, this is 0.83 meV/mm, or 1.7% of the drift force. Steeper gradients, for instance near the clamps, would raise this share in proportion.

## Variation 1: a crowded surface

*Suppose that a fraction \(\theta=0.2\) of the adatom sites is occupied, and that each site holds at most one adatom. Over what length does the coverage now vary in a closed region?*

A site at \(x\) is either empty, with statistical weight 1, or occupied, with weight \(e^{(\mu+Fx)/k_BT}\), where \(\mu\) is a constant set by the total number of adatoms. Therefore

\[
\frac{\theta}{1-\theta}=e^{(\mu+Fx)/k_BT}.
\]

Take the logarithm and differentiate:

\[
\frac{\theta'}{\theta}+\frac{\theta'}{1-\theta}
=\frac{\theta'}{\theta(1-\theta)}=\frac1\xi
\quad\Longrightarrow\quad
\frac{d\ln\theta}{dx}=\frac{1-\theta}{\xi}.
\]

The inverse of this slope is the local length over which the coverage varies:

\[
\frac{\xi}{1-\theta}=\frac{2.07\ \text{mm}}{0.8}=2.6\ \text{mm},
\]

which is 25% longer than \(\xi\). The slope falls as the coverage rises, so actual growth by a factor \(\mathrm e\), from 0.2 to 0.54, takes a longer distance, 3.2 mm. The ratio \(k_BT/F\) is still 2.1 mm; what has changed is the density profile, because filled sites cannot accept more adatoms. As \(\theta\to0\) the dilute result returns.

An exact count for 40 adatoms on 200 sites, with work \(0.005k_BT\) per site, gave a slope in mid-row 0.5% above this formula. The count holds the number of adatoms fixed, whereas the formula treats each site as independent at given \(\mu\).

A coverage of 0.2 is a rough value for silicon (111) at this temperature. Of the assumptions made in the problem, diluteness is therefore a poor one for the density profile there. Attractions or repulsions between adatoms on different sites are not included, and they can matter far more than the 25% found here. A silicon adatom bonds to three surface atoms and so blocks neighbouring sites of the same kind. In a triangular lattice gas where each adatom also excludes its six neighbours, the local length at coverage 0.2 is about 11 mm rather than 2.6 mm. The value 2.6 mm therefore belongs to the one-per-site model, not to the real surface.

## Variation 2: adatoms that evaporate

*An adatom desorbs after a mean time \(\tau\). Its diffusion length \(x_s=\sqrt{D\tau}\) is roughly 20 µm. Does it ever drift as far as \(\xi\)? Does desorption matter on the 100 nm terrace?*

On a surface without steps, the mean drift before desorption is \(v\tau\). With \(v=D/\xi\) and \(\tau=x_s^2/D\),

\[
v\tau=\frac{D}{\xi}\,\frac{x_s^2}{D}=\frac{x_s^2}{\xi}
=\frac{(20\ \text{µm})^2}{2068\ \text{µm}}=0.19\ \text{µm}.
\]

The typical adatom is gone long before it has drifted 2.1 mm. The length \(\xi\) measures the strength of the force against thermal motion; it is not a distance travelled.

On the terrace, let \(s(x)\) be the probability of reaching either edge before desorbing. At zero force, the averaging argument of part (c), with loss at rate \(1/\tau\), gives

\[
Ds''=\frac{s}{\tau},\qquad s(\pm L/2)=1
\quad\Longrightarrow\quad
s(x)=\frac{\cosh(x/x_s)}{\cosh(L/2x_s)} .
\]

The fraction lost from the middle is

\[
1-s(0)=1-\frac{1}{\cosh(L/2x_s)}\simeq\frac12\left(\frac{L}{2x_s}\right)^2
=\frac12\,(0.0025)^2=3.1\times10^{-6}.
\]

Desorption can therefore be ignored when finding where adatoms leave this terrace. It becomes important when \(L\) is comparable with \(x_s\), which happens at widths of tens of micrometres, still far below \(\xi\).

The values used here are listed in the numerical output below.

## Calculated quantities

```
INPUTS
effective charge: 0.1 e
field: 500 V/m = 5 V/cm
temperature: 1200 K
MAIN RESULT
Boltzmann constant: 0.086173 meV/K
thermal energy: 103.4 meV
drift force: 50.0 meV/mm
length xi: 2.068 mm
length xi, two figures: 2.1 mm
voltage across xi: 1.034 V
charge times voltage: 103.4 meV
BIAS
hop length (rough): 0.384 nm
bias per hop: 9.28e-08
terrace width (rough): 100 nm
exit bias from mid-terrace: 1.21e-05
NEGLECTED EFFECTS
adatom coverage (rough): 0.2
coverage e-folding length: 2.59 mm
its increase over xi: 25 %
diffusion length (rough): 20 um
drift before desorption: 0.19 um
fraction desorbed from mid-terrace: 3.1e-06
heat of transport (rough): 1000 meV
temperature gradient (rough): 1 K/mm
thermal-gradient force: 0.83 meV/mm
its share of drift force: 1.7 %
temperature error considered: 20 K
resulting error of xi: 1.7 %
xi for charge 0.01 e: 20.7 mm
MODEL TESTS
corrugation in test: 6 kB*T
D over bare D in test: 0.0420
(D/v)/(kB*T/F) in test: 0.99978
blocking slope, count/formula: 1.0050
```
